# Mask error enhancement of equal lines and spaces: three and two beams: a numerical check

```python
"""
Mask error enhancement factor (MEEF) of a binary equal line-space grating.

Result under test: MEEF = d(printed space)/d(mask opening), at fixed pitch and
fixed intensity threshold, is 1/2 for coherent imaging with orders -1, 0, +1
and 1 for imaging with orders 0, +1, if the threshold prints the nominal
half-pitch opening at its own size.

Symbols: pitch p, mask opening w (wafer scale), printed space s, D = w/p,
S = s/p, intensity I relative to clear field. Lengths are in nm.
The image is computed from numerically integrated mask orders, a pupil filter
and a root search for the printed edges; the formulas enter only in the tests.
"""
import numpy as np
from scipy.optimize import brentq
from scipy.integrate import quad

wavelength = 248.0
numerical_aperture = 0.68
reduction = 4.0
pitch = 400.0
nominal = pitch / 2
resist_index = 1.75
blur_length = 20.0
defocus = 100.0
mask_error = 10.0
opening_bias = 5.0
source_sigma = 0.3
pole_sigma = 0.1

K = 2 * np.pi / pitch
order_sine = wavelength / pitch
orders = np.arange(-4, 5)
order_difference = orders[:, None] - orders[None, :]
gauss_x, gauss_w = np.polynomial.legendre.leggauss(40)


def mask_orders(w):
    """Fourier coefficients of the opening, by quadrature over the opening."""
    x = 0.5 * w * gauss_x
    return (np.exp(-1j * K * np.outer(orders, x)) @ gauss_w) * 0.5 * w / pitch


def coherence(sources, z=0.0):
    """Source average of pupil(n) * conj(pupil(m)); sources hold sines (sx, sy)."""
    sources = np.atleast_2d(sources)
    fx = sources[None, :, 0] + orders[:, None] * order_sine
    f2 = fx**2 + sources[None, :, 1]**2
    passed = f2 <= numerical_aperture**2
    cosine = np.sqrt(np.where(passed, 1 - f2, 1.0))
    pupil = passed * np.exp(2j * np.pi * z * cosine / wavelength)
    return pupil @ pupil.conj().T / len(sources)


def intensity(x, amplitudes, T):
    field = amplitudes * np.exp(1j * K * orders * x)
    return float(np.real(field @ T @ field.conj()))


def threshold_for(T, w=nominal, s=nominal):
    return intensity(s / 2, mask_orders(w), T)


def printed_space(w, T, threshold):
    a = mask_orders(w)
    excess = lambda x: intensity(x, a, T) - threshold
    right = brentq(excess, 0.0, pitch / 2, xtol=1e-12)
    left = brentq(excess, -pitch / 2, 0.0, xtol=1e-12)
    return right - left


def meef(T, threshold=None, w=nominal, h=0.05):
    if threshold is None:
        threshold = threshold_for(T, w)
    return (printed_space(w + h, T, threshold)
            - printed_space(w - h, T, threshold)) / (2 * h)


def disc(radius, centre=0.0, n=400):
    g = (np.arange(n) + 0.5) / n * 2 - 1
    X, Y = np.meshgrid(g, g)
    keep = X**2 + Y**2 <= 1
    return np.column_stack([centre + radius * X[keep], radius * Y[keep]])


def close(a, b, tol):
    assert abs(a - b) < tol, (a, b, tol)


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


# Two source points: on axis, and half an order spacing off axis.
axis_source = np.array([[0.0, 0.0]])
tilted_source = np.array([[-order_sine / 2, 0.0]])
T3, T2 = coherence(axis_source), coherence(tilted_source)
assert list(orders[np.diag(T3).real > 0.5]) == [-1, 0, 1]
assert list(orders[np.diag(T2).real > 0.5]) == [0, 1]

# Mask orders and their response to the opening.
a = mask_orders(nominal)
h = 0.05
da = (mask_orders(nominal + h) - mask_orders(nominal - h)) / (2 * h)
close(a[4].real, 0.5, 1e-12)
close(a[5].real, 1 / np.pi, 1e-12)
close(da[4].real * pitch, 1.0, 1e-8)
close(abs(da[5]) * pitch, 0.0, 1e-8)
for duty in (0.3, 0.62):
    close(mask_orders(duty * pitch)[5].real, np.sin(np.pi * duty) / np.pi, 1e-12)

# Thresholds, edge slopes and the main result.
I3, I2 = threshold_for(T3), threshold_for(T2)
close(I3, 0.25, 1e-12)
close(I2, 0.25 + 1 / np.pi**2, 1e-12)
slopes, responses = [], []
for T in (T3, T2):
    x = pitch / 4
    slopes.append((intensity(x + h, a, T) - intensity(x - h, a, T)) / (2 * h))
    responses.append((intensity(x, mask_orders(nominal + h), T)
                      - intensity(x, mask_orders(nominal - h), T)) / (2 * h))
close(slopes[0] * pitch, -4.0, 1e-5)
close(slopes[1] * pitch, -2.0, 1e-5)
close(responses[0] * pitch, 1.0, 1e-5)
close(responses[1] * pitch, 1.0, 1e-5)
M3, M2 = meef(T3), meef(T2)
close(M3, 0.5, 1e-5)
close(M2, 1.0, 1e-5)


# General duty and threshold.
def three_formula(D, S):
    cD, cS = np.cos(np.pi * D), np.cos(np.pi * S)
    return (1 + 2 * cD * cS) / (2 * np.sin(np.pi * D) * np.sin(np.pi * S))


def two_formula(D, S):
    cD, cS = np.cos(np.pi * D), np.cos(np.pi * S)
    sD, sS = np.sin(np.pi * D), np.sin(np.pi * S)
    return (D + sD * cD / np.pi + sD * cS / np.pi + D * cD * cS) / (D * sD * sS)


for D in (0.42, 0.5, 0.57):
    for S in (0.44, 0.5, 0.55):
        for T, formula in ((T3, three_formula), (T2, two_formula)):
            level = threshold_for(T, D * pitch, S * pitch)
            close(meef(T, level, D * pitch), formula(D, S), 2e-5)

# Two-beam image cut at the three-beam threshold.
space_common = printed_space(nominal, T2, I3)
M2_common = meef(T2, I3)
close(np.cos(np.pi * space_common / pitch), -1 / np.pi, 1e-9)
close(M2_common, (1 - 2 / np.pi**2) / np.sqrt(1 - 1 / np.pi**2), 1e-5)

# Finite mask errors and curvature of the response.
finite = {}
for name, T, level in (("three-beam", T3, I3), ("two-beam", T2, I2)):
    for sign in (1, -1):
        finite[name, sign] = printed_space(nominal + sign * mask_error, T, level) - nominal
curvature = []
for T, level in ((T3, I3), (T2, I2)):
    second = (printed_space(nominal + 1, T, level) + printed_space(nominal - 1, T, level)
              - 2 * printed_space(nominal, T, level))
    curvature.append(second * pitch)
close(curvature[0], 0.0, 1e-5)
close(curvature[1], -4.0, 1e-2)

# Finite on-axis source: area fraction whose three orders all pass.
radius = source_sigma * numerical_aperture
allowed = lambda sy: min(np.sqrt(max(radius**2 - sy**2, 0.0)),
                         np.sqrt(numerical_aperture**2 - sy**2) - order_sine)
fraction = quad(allowed, 0, radius, limit=200)[0] / (np.pi * radius**2 / 4)
M_source = meef(coherence(disc(radius)))
close(M_source, 1 / (1 + fraction), 3e-3)  # source grid resolves the area to this level

# Defocus, in air.
wave = 2 * np.pi / wavelength
path = 1 - np.sqrt(1 - order_sine**2)
phase = wave * defocus * path
M3_defocus = meef(coherence(axis_source, defocus))
M2_defocus = meef(coherence(tilted_source, defocus))
close(M3_defocus, 1 / (2 * np.cos(phase)), 1e-5)
close(M2_defocus, 1.0, 1e-5)
defocus_limit = np.arccos(2 / np.pi) / (wave * path)
T_limit = coherence(axis_source, defocus_limit)
close(intensity(pitch / 2, a, T_limit), threshold_for(T_limit), 1e-10)
pole_radius = pole_sigma * numerical_aperture
poles = np.vstack([disc(pole_radius, c * order_sine / 2, 200) for c in (-1, 1)])
close(meef(coherence(poles)), 1.0, 1e-5)
M_poles = meef(coherence(poles, defocus))
# The comparison value is paraxial, hence the tolerance.
close(M_poles, 1 + (wave * defocus * order_sine * pole_radius)**2 / 8, 3e-4)

# Gaussian resist blur.
damping = np.exp(-(K * order_difference * blur_length)**2 / 2)
first_damping = np.exp(-2 * np.pi**2 * blur_length**2 / pitch**2)
M3_blur, M2_blur = meef(T3 * damping), meef(T2 * damping)
close(M3_blur, 0.5 / first_damping, 1e-5)
close(M2_blur, 1 / first_damping, 1e-5)


# Polarization and oblique transmission.
def order_sines(source, T):
    return np.where(np.diag(T).real > 0.5, source[0, 0] + orders * order_sine, 0.0)


def unpolarized(source, T):
    angle = np.arcsin(order_sines(source, T) / resist_index)
    return T * (1 + np.cos(angle[:, None] - angle[None, :])) / 2


def oblique_weight(sine):
    """TE amplitude in resist: radiometric factor times Fresnel transmission."""
    c_air = np.sqrt(1 - sine**2)
    c_mask = np.sqrt(1 - (sine / reduction)**2)
    c_resist = np.sqrt(1 - (sine / resist_index)**2)
    return np.sqrt(c_mask / c_air) * 2 * c_air / (c_air + resist_index * c_resist)


M3_unpol = meef(unpolarized(axis_source, T3))
M2_unpol = meef(unpolarized(tilted_source, T2))
cos_three = np.sqrt(1 - (order_sine / resist_index)**2)
cos_two = 1 - 2 * (order_sine / (2 * resist_index))**2
close(M3_unpol, 1 / (1 + cos_three), 1e-5)
close(M2_unpol, 2 / (1 + cos_two), 1e-5)
g3 = oblique_weight(order_sines(axis_source, T3))
g2 = oblique_weight(order_sines(tilted_source, T2))
M3_oblique = meef(T3 * np.outer(g3, g3))
M2_oblique = meef(T2 * np.outer(g2, g2))
side_weight = g3[5] / g3[4]
close(M3_oblique, 1 / (2 * side_weight), 1e-5)
close(M2_oblique, 1.0, 1e-5)

# Effective opening bias, dose reset so that the printed space is half the pitch.
biased = nominal + opening_bias
M3_bias = meef(T3, threshold_for(T3, biased, nominal), biased)
M2_bias = meef(T2, threshold_for(T2, biased, nominal), biased)
close(M3_bias, three_formula(biased / pitch, 0.5), 1e-5)
close(M2_bias, two_formula(biased / pitch, 0.5), 1e-5)

show("Wavelength", wavelength, "nm", 0)
show("Numerical aperture", numerical_aperture, "", 2)
show("Mask reduction", reduction, "", 0)
show("Pitch", pitch, "nm", 0)
show("Nominal mask opening, wafer scale", nominal, "nm", 0)
show("Order spacing in sine", order_sine, "", 3)
show("Two-beam source sine", tilted_source[0, 0], "", 3)
show("Nearest rejected order, three-beam, sine", 2 * order_sine, "", 3)
show("Nearest rejected order, two-beam, |sine|", 1.5 * order_sine, "", 3)
show("Zero-order amplitude", a[4].real)
show("First-order amplitude", a[5].real)
show("Threshold to size, three-beam", I3)
show("Threshold to size, two-beam", I2)
show("dI/dw at edge, three-beam", responses[0] * 1000, "per um", 3)
show("dI/dw at edge, two-beam", responses[1] * 1000, "per um", 3)
show("dI/dx at edge, three-beam", slopes[0] * 1000, "per um", 3)
show("dI/dx at edge, two-beam", slopes[1] * 1000, "per um", 3)
show("MEEF, three-beam", M3)
show("MEEF, two-beam", M2)
show("Two-beam space at three-beam threshold", space_common, "nm", 2)
show("Two-beam MEEF at three-beam threshold", M2_common)
for (name, sign), change in finite.items():
    show(f"Space change, {name}, mask error {sign * mask_error:+.0f} nm", change, "nm", 3)
show("p * d2s/dw2, two-beam", curvature[1], "", 3)
show("On-axis source radius / NA", source_sigma, "", 2)
show("Fraction of source with three orders", fraction)
show("MEEF with this source", M_source, "", 3)
show("Defocus", defocus, "nm", 0)
show("Defocus phase, three-beam", phase, "rad", 3)
show("MEEF defocused, three-beam", M3_defocus)
show("MEEF defocused, two-beam point source", M2_defocus)
show("Dipole pole radius / NA", pole_sigma, "", 2)
show("MEEF defocused, two-beam dipole", M_poles)
show("Defocus where line centre reaches threshold", defocus_limit, "nm", 1)
show("Resist blur, rms", blur_length, "nm", 0)
show("First-harmonic damping by blur", first_damping)
show("MEEF with blur, three-beam", M3_blur)
show("MEEF with blur, two-beam", M2_blur)
show("Resist index", resist_index, "", 2)
show("MEEF unpolarized, three-beam", M3_unpol)
show("MEEF unpolarized, two-beam", M2_unpol)
show("Relative TE weight of side orders", side_weight)
show("MEEF with TE weights, three-beam", M3_oblique)
show("MEEF with TE weights, two-beam", M2_oblique)
show("Effective opening bias, wafer scale", opening_bias, "nm", 0)
show("MEEF with bias, three-beam", M3_bias)
show("MEEF with bias, two-beam", M2_bias)
print("ALL CHECKS PASSED")
```

Running it gives:

```
Wavelength: 248 nm
Numerical aperture: 0.68
Mask reduction: 4
Pitch: 400 nm
Nominal mask opening, wafer scale: 200 nm
Order spacing in sine: 0.620
Two-beam source sine: -0.310
Nearest rejected order, three-beam, sine: 1.240
Nearest rejected order, two-beam, |sine|: 0.930
Zero-order amplitude: 0.5000
First-order amplitude: 0.3183
Threshold to size, three-beam: 0.2500
Threshold to size, two-beam: 0.3513
dI/dw at edge, three-beam: 2.500 per um
dI/dw at edge, two-beam: 2.500 per um
dI/dx at edge, three-beam: -10.000 per um
dI/dx at edge, two-beam: -5.000 per um
MEEF, three-beam: 0.5000
MEEF, two-beam: 1.0000
Two-beam space at three-beam threshold: 241.25 nm
Two-beam MEEF at three-beam threshold: 0.8411
Space change, three-beam, mask error +10 nm: 5.017 nm
Space change, three-beam, mask error -10 nm: -5.017 nm
Space change, two-beam, mask error +10 nm: 9.563 nm
Space change, two-beam, mask error -10 nm: -10.570 nm
p * d2s/dw2, two-beam: -4.000
On-axis source radius / NA: 0.30
Fraction of source with three orders: 0.3093
MEEF with this source: 0.764
Defocus: 100 nm
Defocus phase, three-beam: 0.546 rad
MEEF defocused, three-beam: 0.5850
MEEF defocused, two-beam point source: 1.0000
Dipole pole radius / NA: 0.10
MEEF defocused, two-beam dipole: 1.0016
Defocus where line centre reaches threshold: 161.4 nm
Resist blur, rms: 20 nm
First-harmonic damping by blur: 0.9518
MEEF with blur, three-beam: 0.5253
MEEF with blur, two-beam: 1.0506
Resist index: 1.75
MEEF unpolarized, three-beam: 0.5168
MEEF unpolarized, two-beam: 1.0324
Relative TE weight of side orders: 1.0000
MEEF with TE weights, three-beam: 0.5000
MEEF with TE weights, two-beam: 1.0000
Effective opening bias, wafer scale: 5 nm
MEEF with bias, three-beam: 0.5004
MEEF with bias, two-beam: 0.9764
ALL CHECKS PASSED
```
